Optimal bias and maximum cooling power of an NIS tunnel junction

**Problem**

A normal metal N at electron temperature T is joined through an opaque tunnel barrier to a superconductor S with gap Δ and temperature T_S. The junction has normal-state resistance R. Energies E are measured from the chemical potential of S, and the bias places the chemical potential of N at eV, with e > 0 and V > 0. Both T and T_S are far below Δ/k. Find the bias at which N is cooled fastest, and the coefficient C in

P_max = C Δ^(1/2) (kT)^(3/2)/(e²R).

The starting point is the tunnel formula for P, the heat leaving N per unit time. By the golden rule, electrons pass from N to S at a rate proportional to N_S(E) f_N(1 − f_S), and back at a rate proportional to N_S(E) f_S(1 − f_N). The difference is N_S(E)(f_N − f_S). An electron that leaves at energy E is replaced through the circuit at the chemical potential eV, so it removes the heat E − eV. Hence

P = (1/e²R) ∫ dE N_S(E) (E − eV) [f(E − eV) − f_S(E)],

N_S(E) = |E|/√(E² − Δ²) for |E| > Δ, and zero inside the gap.

Here f(y) = 1/(exp(y/kT) + 1), and f_S(E) is the same function of E at temperature T_S. The prefactor is fixed by Ohm's law: with N_S = 1, the current (1/eR)∫[f(E − eV) − f_S(E)]dE equals V/R.

**A tempting solution**

The gap is an energy filter, since electrons can leave only above Δ. If eV is below Δ, some hot electrons, those between eV and Δ, are held back. If eV is above Δ, some cold electrons, those between Δ and eV, escape and leave heat behind. The best filter should therefore have its edge at the chemical potential, eV = Δ.

With ε = E − Δ, the density of states near the edge is √(Δ/2ε), and the power at this bias is

P = (1/e²R) ∫₀^∞ dε √(Δ/2ε) ε f(ε)
= [Δ^(1/2)(kT)^(3/2)/(√2 e²R)] ∫₀^∞ dx x^(1/2)/(e^x + 1).

The last integral is 0.678, which gives C = 0.48.

**Where it fails**

The integral is correct for eV = Δ. The fault is the claim that this bias is the best one. The argument would be right if the density of states above the gap were constant. With y = E − eV the power would then be proportional to the integral of y f(y) from y = Δ − eV to infinity, which is largest when the lower limit is zero. But N_S is not constant. It is peaked at the gap edge, and the bias moves this peak relative to the electrons of N.

At eV = Δ the peak sits at electrons that carry no heat. A slightly lower bias moves it to electrons that do carry heat, but also holds back some hot electrons. Whether the gain exceeds the loss must be found by varying the bias with the true N_S, which the filter argument never does.

**Reducing the power to one function**

First fold the negative energies onto the positive ones. N_S is even, and f(−y) = 1 − f(y). Replacing E by −E in the rest of the integrand gives

(−E − eV)[f(−E − eV) − f_S(−E)]
= −(E + eV)[f_S(E) − f(E + eV)]
= (E + eV)[f(E + eV) − f_S(E)].

Adding the contribution from positive energies,

P = (1/e²R) ∫_Δ^∞ dE N_S(E) [(E − eV) f(E − eV) + (E + eV) f(E + eV) − 2E f_S(E)].

The second term is of order exp[−(Δ + eV)/kT]. The third is the backflow of thermal quasiparticles from S, of order exp(−Δ/kT_S). Both are dropped for now, which for the backflow requires exp(−Δ/kT_S) to be far below (kT/Δ)^(3/2). The backflow does not contain V, so it lowers P without moving the optimum.

Now define

t = kT/Δ, a = (Δ − eV)/kT, E = Δ + x kT.

Then E − eV = kT(x + a) and dE = kT dx. With u = xt,

N_S = (1 + u)/√(2u + u²) = (2u)^(−1/2) (1 + u)/√(1 + u/2).

The Fermi function confines x to a few units when a is of order one, so u is small and N_S ≈ (2xt)^(−1/2). The prefactor becomes (kT)²(2t)^(−1/2) = Δ^(1/2)(kT)^(3/2)/√2, and therefore

P = [Δ^(1/2)(kT)^(3/2)/(√2 e²R)] G(a),

G(a) = ∫₀^∞ dx x^(−1/2)(x + a) F, F = 1/(e^(x+a) + 1).

The power 3/2 has a simple origin. The number of available states within kT of the edge scales as √(ΔkT), and each electron carries heat of order kT.

**Finding the optimum**

Split x^(−1/2)(x + a) into x^(1/2) + a x^(−1/2), and define

η_s(a) = [1/Γ(s)] ∫₀^∞ dx x^(s−1) F, for s > 0.

Since Γ(1/2) = √π and Γ(3/2) = √π/2,

G = √π [η_(3/2)/2 + a η_(1/2)].

F depends on x + a alone, so its derivatives with respect to a and x are equal. Integration by parts then gives

dη_(3/2)/da = (2/√π) ∫₀^∞ dx x^(1/2) ∂F/∂x = −(1/√π) ∫₀^∞ dx x^(−1/2) F = −η_(1/2).

Define also η_(−1/2) = −dη_(1/2)/da. The product rule yields

G′ = √π [−η_(1/2)/2 + η_(1/2) − a η_(−1/2)] = √π [η_(1/2)/2 − a η_(−1/2)].

At a = 0 this is √π η_(1/2)/2, which is positive. Lowering the bias from Δ/e raises the power, so the tempting answer is not a maximum. The stationary point satisfies

2a L(a) = 1, L(a) = η_(−1/2)/η_(1/2).

**Why there is one maximum**

Let g = 1 − F. Since ∂F/∂a = −Fg, L is the average of g with weight x^(−1/2)F:

L = ⟨g⟩ = ∫dx x^(−1/2) F g / ∫dx x^(−1/2) F.

Thus L > 0, and G′ > 0 for every a ≤ 0. A root needs a > 0, and there 1/2 < g < 1 for all x > 0. Differentiating the average, with ∂g/∂a = Fg, gives

L′ = ⟨Fg⟩ − ⟨g²⟩ + ⟨g⟩² = ⟨g(1 − g)⟩ − (⟨g²⟩ − L²).

Two inequalities follow from the range of g:

- Because g > 1/2, ⟨g(1 − g)⟩ ≥ (1 − L)/2.
- Because (1 − g)(g − 1/2) ≥ 0, ⟨g²⟩ ≤ 3L/2 − 1/2, so ⟨g²⟩ − L² ≤ (1 − L)(L − 1/2).

Subtracting,

L′ ≥ (1 − L)[1/2 − L + 1/2] = (1 − L)² > 0.

So 2aL rises steadily from zero without limit and crosses 1 once. G′ = √π η_(1/2)(1/2 − aL) changes there from positive to negative, which makes the point the maximum of G.

The root can also be enclosed by hand. From L < 1 we have a > 1/2. The smallest value of g occurs at x = 0, so L > 1/(1 + e^(−a)) and 2a < 1 + e^(−a), which requires a < 0.739.

**The numbers**

For a > 0, expanding F in powers of e^(−(x+a)) and integrating term by term gives

η_s(a) = e^(−a) − e^(−2a)/2^s + e^(−3a)/3^s − …,

and differentiation extends this series to s = −1/2. Solving 2aL = 1 numerically gives

a₀ = 0.6645, η_(1/2) = 0.3819, η_(3/2) = 0.4407, η_(−1/2) = 0.2874.

Therefore

G(a₀) = 1.7725 × (0.4407/2 + 0.6645 × 0.3819) = 0.840,

C = 0.840/√2 = 0.594.

To leading order in kT/Δ, the answer is

**eV_opt = Δ − 0.66 kT, P_max = 0.59 Δ^(1/2)(kT)^(3/2)/(e²R).**

Biasing at Δ/e gives 0.807 of this power, a loss of 19%.

**Away from the optimum**

For large positive a, F ≈ e^(−(x+a)), and

G ≈ √π e^(−a)(a + 1/2).

Each electron carries much heat, but few can leave. When this exponential has fallen to the size of the dropped terms, they must be restored.

For a = −b with b large, but with b kT still small compared with Δ, F is nearly a step at x = b:

G ≈ ∫₀^b dx x^(−1/2)(x − b) = (2/3 − 2) b^(3/2) = −(4/3) b^(3/2).

The junction now heats N, because most of the escaping electrons come from below its chemical potential.

**The first correction in kT/Δ**

Expanding the edge factor, (1 + u)/√(1 + u/2) = 1 + 3u/4 + …, so G is replaced by

G + (3/4)tH, H(a) = ∫₀^∞ dx x^(1/2)(x + a)F.

For a ≥ 0 this expression is an upper bound on the first term of the folded integral, and G alone is a lower bound. The reason is that

1 ≤ (1 + u)/√(1 + u/2) ≤ 1 + 3u/4 for u ≥ 0.

After squaring and clearing the denominator, the two differences are 3u/2 + u² and 5u²/16 + 9u³/32, neither of which is negative.

Numerically H(a₀) = 0.891. Moving the optimum changes the maximum only at second order, so the relative change of P_max is

(3/4)tH/G = 0.795 t.

For the shift of the optimum, integration by parts gives H′ = −G/2. Setting the derivative of G + (3/4)tH to zero near a₀ gives

a_opt − a₀ = (3/8)t G/G″ = −0.538 t,

with G″(a₀) = −0.586. The best bias moves slightly closer to Δ/e.

**Current and efficiency**

In the current, the factor E − eV is absent and the backflow terms cancel on folding. At leading order

I = (1/eR) √(ΔkT/2) √π η_(1/2).

Dividing P by IV, with eV ≈ Δ, gives at the optimum

P/(IV) = (kT/Δ) G/(√π η_(1/2)) = 1.24 kT/Δ.

Each electron removes on average 1.24 kT from N, while the source supplies nearly Δ. The superconductor receives P + IV, which is much larger than P. This is the efficiency at maximum power; as long as the dropped terms stay negligible, a lower bias raises the heat per electron at the cost of power.

**Worked example**

Take Δ = 0.2 meV, T = 0.1 K and R = 1 kΩ. Then kT = 0.00862 meV and t = 0.0431. The power scale is

Δ²/(e²R) = (0.2 mV)²/(1 kΩ) = 40 000 fW.

The leading formula gives

V_opt = 200 μV − 0.6645 × 8.62 μV = 194.3 μV,

P_max = 0.594 × (0.0431)^(3/2) × 40 000 fW = 213 fW.

Numerical maximization of the complete integral, with T_S = T, gives 194.5 μV and 220 fW. The full power is 3.4% above the leading value, as the correction 0.795 × 0.0431 predicts.

At the leading-order bias the full current is 20.2 nA, and the source supplies 3931 fW. The superconductor must dispose of 4151 fW, about 19 times the heat taken from N. The ratio P/(IV) is 0.056, compared with 0.054 from the leading formula.

**Comparison with real refrigerators**

These round parameters lie in the rough range of on-chip electron refrigerators used below 1 K. The assumption of a cold superconductor needs particular care in such devices, since the heat delivered to it must be carried away. The following losses use assumed rough parameters. Each is evaluated separately at the leading-order bias, and percentages refer to the full maximum of 220 fW.

- **Hot superconductor.** With E = Δ cosh y and Boltzmann occupation, the backflow loss is [K₀(Δ/kT_S) + K₂(Δ/kT_S)]Δ²/(e²R), where K₀ and K₂ are modified Bessel functions. If S warms to 0.3 K with Δ held fixed, the loss is 17.6 fW, or 8.0%.
- **States inside the gap.** The Dynes form replaces N_S by the real part of (E + iγ)/√((E + iγ)² − Δ²), on the branch that makes it positive. For γ = 10⁻⁴ Δ, numerical integration gives a loss of 3.3 fW, or 1.5%.
- **Andreev reflection.** Two-electron transfer below the gap puts its Joule heat into N. The ballistic Blonder-Tinkham-Klapwijk model with barrier transparency 10⁻⁵ gives 1.1 fW from energies inside the gap, or 0.5%. Andreev reflection just above the gap also heats N, and the complete model gives a total loss of 1.8 fW, or 0.8%. These figures hold for the ballistic model only. Thin-film electrodes are diffusive, and there electrons return coherently to the barrier many times, which can raise the Andreev current and its heating far above the ballistic value at the same transparency.

Phonons supply a heat load and do not alter the tunnel formula. For an island of 1 μm³ and a coupling constant of 2 nW μm⁻³ K⁻⁵, a lattice at 0.1 K delivers at most 2 nW × 10⁻⁵ = 20 fW, the limit reached for very cold electrons. This is 9.1% of the full maximum.

The 220 fW is therefore the ideal tunnel cooling power, before the losses listed above, while the electrons are still at 0.1 K. As they cool, T in the formula falls and so does P, until the remaining power balances the load. The calculation also assumes that the electrons in N keep a Fermi distribution. If they exchange energy too slowly to do so, a single temperature no longer describes N and the result must be recalculated.
